# Thermionic diode noise from opposing Poisson emissions

## What dimensions and symmetry already fix

A metal-semiconductor diode is held at a fixed voltage $V$. Electrons cross its barrier from semiconductor to metal at mean rate $r_+$, and from metal to semiconductor at mean rate $r_-$. With $q>0$ the elementary charge, and forward current counted positive,

$$I=q(r_+-r_-).$$

Let $S$ be the spectral density of the current fluctuations, at frequencies so low that the duration of a crossing does not matter. Its unit, $\mathrm{A^2/Hz}$, is charge squared times a rate. If the two streams are independent, their fluctuations add:

$$S(r_+,r_-)=S(r_+,0)+S(0,r_-).$$

With one stream alone, and with temperature and barrier height entering only through its rate, the available combination is $q^2r$. Reversing the direction of the stream changes the sign of the current but not its squared fluctuation, so both streams carry the same number $c$:

$$S=c\,q^2(r_++r_-).$$

Current is odd under exchange of the rates and noise is even. At balance the first vanishes and the second does not. What remains is to find $c$ and the rates.

## Stage 1: one stream

An electron crossing at time $t_i$ induces a current pulse $h(t-t_i)$ in the external circuit, with area $\int h\,dt=q$. Over a long observation time $\Theta$ define

$$\tilde I(f)=\int_0^\Theta I(t)e^{-2\pi ift}dt,\qquad S(f)=\lim_{\Theta\to\infty}\frac{2}{\Theta}\left\langle|\delta\tilde I(f)|^2\right\rangle .$$

Here $\delta\tilde I$ is the deviation from the mean. The factor 2 makes the density one-sided: all the power is assigned to $f>0$.

Divide $\Theta$ into cells of length $dt$. Cell $j$ holds $n_j=1$ crossing with probability $r\,dt$, and otherwise none. This is the Poisson assumption: a fixed rate, and no memory between cells. Apart from pulses cut by the ends of the record, whose share vanishes as $\Theta$ grows,

$$\delta\tilde I(f)=H(f)\sum_j\delta n_j\,e^{-2\pi ift_j},\qquad H(f)=\int h(t)e^{-2\pi ift}dt .$$

Different cells are independent, so $\langle\delta n_j\delta n_k\rangle=0$ for $j\ne k$. For one cell $n_j^2=n_j$, hence

$$\langle\delta n_j^2\rangle=r\,dt-(r\,dt)^2\to r\,dt .$$

The phase factors cancel in the surviving terms, and their sum is $r\Theta$. Therefore

$$S(f)=\frac2\Theta|H(f)|^2\,r\Theta=2r|H(f)|^2 .$$

At low frequency $H(0)=\int h\,dt=q$, so $S=2q^2r$ and $c=2$. Since $I=qr$, one stream gives full shot noise, $S=2qI$.

**Limit on frequency.** For a rectangular pulse of duration $\tau$,

$$|H|^2=q^2\left[\frac{\sin(\pi f\tau)}{\pi f\tau}\right]^2\simeq q^2\left[1-\frac{(\pi f\tau)^2}{3}\right].$$

The spectrum is flat while $\pi f\tau\ll1$. The pulse shape drops out there and the transferred charge remains.

## Stage 2: two opposing streams

Reverse crossings have pulses of area $-q$. The cross terms between the streams average to zero because the streams are independent, and $(-q)^2=q^2$. So

$$S=2q^2(r_++r_-).$$

A simulated pulse train tests this with $q=1$ and $\tau=1$, the crossings being generated from exponential waiting times. Rates $(3,1)$ gave mean current 1.997 and $S=7.838$, where the formula gives 8. Rates $(2,2)$ gave mean 0.003 and $S=8.013$, again against 8. Using the net current alone, $2q|I|$, would give 4 and 0.

The first value of $S$ is 2.0% low. Each value averages about 20 000 spectral samples, whose expected relative scatter is about $1/\sqrt{20\,000}=0.7\%$, and the finite length of the segments lowers the expected estimate by 0.3%, so the remaining 1.7% is somewhat more than twice the scatter. The second run, with the same predicted noise, is 0.2% high. The test accepts 4%; it separates the sum of the rates from their difference, but does not fix the coefficient to a fraction of a percent.

## Stage 3: rates from thermal emission

Measure energy from the metal Fermi level, and let the barrier top lie at $\phi$. For an isotropic band of mass $m$, an electron at the top moving along the normal $x$ has

$$E=\phi+E_x+E_\perp,\qquad E_x=\frac{p_x^2}{2m},\quad E_\perp=\frac{p_\perp^2}{2m}.$$

There are $2\,d^3p/h^3$ states per volume, counting spin. Through area $A$, the crossing rate is

$$r=A\int_{p_x>0}\frac{2\,d^3p}{h^3}\frac{p_x}{m}f .$$

Use $(p_x/m)dp_x=dE_x$ and $d^2p_\perp=2\pi p_\perp dp_\perp=2\pi m\,dE_\perp$:

$$r=\frac{4\pi mA}{h^3}\int_0^\infty dE_x\int_0^\infty dE_\perp\,f .$$

Electrons from the metal have $f_m\simeq e^{-E/kT}$ when $\phi\gg kT$. Each integral gives $kT$, so

$$r_-=\frac{4\pi mA(kT)^2}{h^3}e^{-\phi/kT}\equiv\frac{I_s}{q},$$

$$I_s=AA^*T^2e^{-\phi/kT},\qquad A^*=\frac{4\pi qmk^2}{h^3}.$$

Forward bias raises the semiconductor Fermi level by $qV$, while $\phi$, measured from the metal, is at first held fixed. As long as $\phi-qV\gg kT$, $f_s\simeq e^{-(E-qV)/kT}$. A barrier must also remain on the semiconductor side, so $V$ has to stay several $kT/q$ below the built-in potential; in a lightly doped semiconductor this is the stricter condition (0.395 V against $\phi=0.60$ eV in the example below). Writing $v=qV/kT$,

$$r_+=\frac{I_s}{q}e^v,\qquad r_-=\frac{I_s}{q}.$$

Both reservoirs are taken in local equilibrium at the same $T$. At $V=0$ the rates balance because the two sides fill the same states equally.

**Silicon valleys.** For principal masses $m_1,m_2,m_3$ and unit normal $\mathbf n$, set $p_i=\sqrt{m_i}\,u_i$. The energy becomes isotropic in $\mathbf u$, the volume element gains $\sqrt{m_1m_2m_3}$, and the normal velocity is $\sum_i n_iu_i/\sqrt{m_i}$, which is $\left(\sum_i n_i^2/m_i\right)^{1/2}$ times one component of $\mathbf u$. The isotropic case gives $m^{3/2}m^{-1/2}=m$, so here $m$ is replaced by

$$\sqrt{n_1^2m_2m_3+n_2^2m_3m_1+n_3^2m_1m_2}.$$

Summed over six valleys for a $\langle100\rangle$ normal, this is $2m_t+4\sqrt{m_lm_t}$. With $m_l=0.92$ and $m_t=0.19$ electron masses it equals 2.05.

## Stage 4: the noise formula and its limits

Insert the rates:

$$S=2qI_s(e^v+1),\qquad I=I_s(e^v-1).$$

Since $e^v+1=(e^v-1)+2$,

$$S=2q(I+2I_s).$$

Alternatively, take $e^{v/2}$ out of both sum and difference:

$$\frac{e^v+1}{e^v-1}=\frac{e^{v/2}+e^{-v/2}}{e^{v/2}-e^{-v/2}}=\coth\frac v2,$$

$$S=2qI\coth\frac{qV}{2kT}.$$

At $V=0$ the last form is understood as a limit.

**Strong bias.** For $v\gg1$, with $V$ still several $kT/q$ below the built-in potential, $S\to2qI$. For $v\ll-1$, $I\to-I_s$ and $S\to2qI_s=2q|I|$. One stream dominates in each case, and Stage 1 returns.

**Zero bias.** The net current is zero, but $S(0)=4qI_s$. Differentiate the current:

$$G_0=\left.\frac{dI}{dV}\right|_0=\left.\frac{q}{kT}I_se^v\right|_0=\frac{qI_s}{kT}.$$

Thus $I_s=kTG_0/q$, and

$$S(0)=4q\,\frac{kTG_0}{q}=4kTG_0 .$$

This is Johnson-Nyquist noise. It was not put in: the inputs were independent crossings and thermal occupations. The charge cancels because it enters the noise as $q^2r$ and the conductance as $q^2r/kT$.

**Intermediate bias.** Substituting $4qI_s=4kTG_0$ gives $S=4kTG_0+2qI$, with the sign of $I$ kept. A small reverse current therefore lowers the noise, since it reduces $r_+$ and leaves $r_-$ unchanged.

In terms of the slope $g=dI/dV=(q/kT)I_se^v$,

$$S=2qI_se^v(1+e^{-v})=2kTg(1+e^{-v}).$$

At strong forward bias this is $2kTg$, half the thermal noise of an equilibrium conductance $g$. One stream then supplies the noise, whereas at equilibrium two equal streams do. At $+0.20$ V and 300 K, with $g$ obtained by finite difference from a numerical state count, $S/(4kTg)=0.50022$.

## Stage 5: when the emissions may be called Poisson

Electrons obey exclusion, so independence needs a justification. The integral for $r$ counts arriving state slots: $d\nu=(4\pi mA/h^3)\,dE_x\,dE_\perp$ per second. Let $D$ be the transmission probability of a slot. Exclusion requires an occupied sender and an empty receiver. The net transfer is then $+1$ with probability $Df_s(1-f_m)$, $-1$ with probability $Df_m(1-f_s)$, and zero otherwise. Its mean is

$$D[f_s(1-f_m)-f_m(1-f_s)]=D(f_s-f_m).$$

The mean square is the sum of the two probabilities, so the variance is

$$D(f_s+f_m-2f_sf_m)-D^2(f_s-f_m)^2 .$$

Treating successive slots as independent, $S=2q^2\int d\nu\,(\text{variance})$. If both occupations are small, the quadratic terms drop out and

$$S\simeq2q^2\int d\nu\,D(f_s+f_m)=2q^2(r_++r_-).$$

**A limit beyond Poisson.** At $V=0$, $f_s=f_m=f$ and the variance is $2Df(1-f)$ for any occupation. For the Fermi function, $\partial f_s/\partial V=(q/kT)f_s(1-f_s)$, so

$$G_0=q\int d\nu\,D\frac{\partial f_s}{\partial V}=\frac{q^2}{kT}\int d\nu\,Df(1-f),$$

$$S(0)=4q^2\int d\nu\,Df(1-f)=4kTG_0 .$$

The thermal result survives where the Poisson premise fails. Take $\phi=kT$ and $D=1$ above the barrier. In units of $kT$, $f(1-f)$ is minus the derivative of $f$; one integration gives $f$ and the second gives $\ln(1+e^{-1})=0.313$. Boltzmann counting gives $e^{-1}=0.368$, which is 17.4% too large. At $+0.10$ V on this low barrier, the slot noise is 0.579 of $2qI\coth(v/2)$: exclusion suppresses the noise of the filled stream. The semiconductor Fermi level then lies $2.9\,kT$ above the barrier top, so this is a model case for the statistics, not a depleted contact.

## Stage 6: a barrier that moves or leaks

Suppose bias changes the barrier height, or electrons tunnel near its top. At every energy the small occupations obey $f_s=e^vf_m$, and $D$ is the same in both directions. Both rates therefore acquire one common factor $\lambda(V)$:

$$r_+=\lambda\frac{I_s}{q}e^v,\qquad r_-=\lambda\frac{I_s}{q}.$$

The factor cancels in $(r_++r_-)/(r_+-r_-)$, so $S=2qI\coth(v/2)$ still holds. The form with constant $I_s$ does not. The zero-bias result also survives, since

$$\frac{dI}{dV}=\lambda\frac{q}{kT}I_se^v+\lambda'I_s(e^v-1),$$

and the second term vanishes at $V=0$. Away from zero it changes $g$, so the formula with $g$ needs a constant barrier.

## Numbers for a silicide contact

Take a $10\times10\ \mathrm{\mu m^2}$ silicide contact on n-type silicon at 300 K, with a zero-bias barrier of 0.60 eV and doping of $10^{16}\ \mathrm{cm^{-3}}$. These are rough typical values. The mass 2.05 gives $A^*=246.6\ \mathrm{A/(cm^2K^2)}$. With $A=10^{-6}\ \mathrm{cm^2}$ and $kT/q=25.85$ mV,

$$I_s=10^{-6}(246.6)(300)^2e^{-0.60/0.025852}\ \mathrm A=1.85\ \mathrm{nA}.$$

Dividing by $q$ gives $1.15\times10^{10}$ crossings per second each way. The conductance is $1.848\ \mathrm{nA}/25.85\ \mathrm{mV}=71.5$ nS, or 14.0 MΩ. Then

$$S(0)=4(1.602\times10^{-19})(1.848\times10^{-9})=1.18\times10^{-27}\ \mathrm{A^2/Hz}.$$

The square root is 34.4 fA/√Hz. In a 10 kHz band the rms current is 100 times this number, 3.44 pA, although the mean is zero. An independent evaluation of $4kTG_0$, with $G_0$ from a finite difference of the slot current, gives the same $S(0)$ to the printed digits.

At $+0.05$ V the current is 10.9 nA and the noise is 1.34 times $2qI$. At $+0.20$ V they are 4.23 µA and 1.001 times. At $-0.20$ V, $S=5.92\times10^{-28}\ \mathrm{A^2/Hz}$, half the zero-bias value, because one of the two equal streams has nearly stopped.

Temperature acts mainly through the exponent. With the barrier fixed, going to 350 K multiplies $S(0)$ by

$$\left(\frac{350}{300}\right)^2\exp\left[23.21\left(1-\frac{300}{350}\right)\right]=37.5 .$$

## What the example neglects

**Barrier lowering.** The image force and a surface field $F$ give the energy $U=-q^2/(16\pi\varepsilon x)-qFx$. Setting $dU/dx=0$ gives $x=\sqrt{q/(16\pi\varepsilon F)}$, where the two terms are equal, so the top is lowered by $2qFx=q\sqrt{qF/(4\pi\varepsilon)}$. With $F=0.0338$ MV/cm at zero bias this is 20.4 meV. The 0.60 eV is the barrier after this lowering; the field was estimated from 0.60 eV directly, and adding the lowering back to the band bending would raise it by about 3%. At $-0.20$ V the field is 0.0420 MV/cm and the lowering grows by $20.4(\sqrt{0.0420/0.0338}-1)=2.3$ meV. That raises $S$ by about 9%. At $+0.20$ V the field is weaker and $S$ falls by 12 to 13%. Both changes are relative to a fixed barrier at the same voltage.

**Supply through the depletion layer.** Let $n_s$ be the barrier-top density in equilibrium with the semiconductor, $n_0$ that in equilibrium with the metal, and $n$ the actual one. Equating the diffusive supply to the net emission, $v_d(n_s-n)=v_e(n-n_0)$, gives the flux

$$v_e(n-n_0)=\frac{v_ev_d}{v_e+v_d}(n_s-n_0).$$

Since $n_s=e^vn_0$, both directions are reduced by the same factor. With $v_d$ from the drift-diffusion equation across the depletion layer, which is close to mobility times peak field, the estimated loss is 11.5% at zero bias, for a mobility of 1200 cm²/Vs and a sharp top without image rounding. This is only a rough indication: from the rounded top the potential falls by $kT/q$ within about 10 nm, less than the mean free path of a few tens of nanometres, so the supply there is not truly diffusive.

**Tunnelling and degeneracy.** The standard transmission of a parabolic barrier top, with the light mass 0.19, would raise both rates by 5.8%. The two valleys whose normal mass is 0.92 gain only about 1%, so the valley-weighted figure is just under 5%. This number is not a prediction for the contact: the parabola has $\hbar\omega=30$ meV, more than the 20.4 meV by which the image force rounds the top, so the barrier is not parabolic over the energies that matter. Electrons are also reflected on entering the deeper potential of the metal, which lowers the rates; its size depends on the metal and the interface and is not estimated here. By Stage 6, a factor common to both directions leaves the relation between noise and current unchanged. Occupation at the barrier top is $1.9\times10^{-7}$ at $+0.20$ V, so exclusion is negligible here.

**Series resistance and capacitance.** A 1 µm layer of undepleted silicon of this doping, beneath the depletion region, has $R=52\ \Omega$, and $Rg$ is 0.85% at $+0.20$ V. It grows as $e^v$ and reaches 41% at a junction voltage of $+0.30$ V, where the terminal noise $(S+4kTRg^2)/(1+Rg)^2$ is 0.92 of $2qI$; the junction formula describes the terminals only while $Rg\ll1$. Its thermal voltage noise $4kTR$ also drives current through the depletion capacitance $C=47.4$ fF. For $2\pi fRC\ll1$ this adds $4kTR(2\pi fC)^2$, which equals $4kTG_0$ at

$$f=\frac{1}{2\pi C}\sqrt{\frac{G_0}{R}}=125\ \mathrm{MHz}.$$

The addition scales as $f^2$, so it is 1% at 12.5 MHz. This limits the white region at zero bias.

**Beside real contacts.** A barrier of 0.60 eV lies within the range of silicide barriers on n-type silicon. The ideal $A^*$ counts every electron that passes the barrier top as transferred. Effective values usually quoted for n-type silicon are about 110 to 120 $\mathrm{A/(cm^2K^2)}$, roughly half the ideal one; with 112, $I_s$ would be 0.84 nA, $S(0)$ would be $5.4\times10^{-28}\ \mathrm{A^2/Hz}$, and the 125 MHz found above would become 84 MHz. If a fixed fraction is scattered or reflected back, in both directions alike, $I_s$, $G_0$ and $S(0)$ all fall by the same factor, and the relation between noise and conductance is unchanged. The peak field, 0.034 MV/cm at zero bias, is far below the breakdown field of silicon, which is a few tenths of a MV/cm. The model also leaves out traps, which can add noise at low frequency. If they add $KI^2/f$ with an assumed $K=10^{-10}$, the added noise equals the white noise at 1.3 kHz for $+0.20$ V, doubling $S$ there. The corner scales with $K$, which varies between devices and has to be measured. To see the white level under bias, one must work above that corner and below the capacitive limit at the same bias, with the voltage held fixed. The remaining values are in the numerical output.

## Calculated quantities

```
INPUTS (rough typical values, silicide on n-type silicon)
temperature 300 K; kT/q 25.852 mV
contact side 10 um; barrier at V=0 0.60 eV
doping 1.0e+16 cm^-3; relative permittivity 11.7
valley masses 0.92, 0.19 m_e; mobility 1200 cm2/Vs
RESULTS
emission mass, <100> 2.052 m_e
ideal Richardson constant 246.6 A/cm2K2
saturation current I_s 1.8482 nA
emission rate each way at V=0 1.1536e+10 1/s
conductance G0 71.491 nS; resistance 13.988 Mohm
4 q I_s 1.1845e-27 A2/Hz
4 k T G0, G0 by finite difference 1.1845e-27 A2/Hz
noise amplitude at V=0 34.42 fA/sqrt(Hz)
rms current at V=0 in 10 kHz 3.442 pA
V (V) | I (nA) | S (A2/Hz) | S/(2q|I|)
-0.20 | -1.8474 | 5.9249e-28 | 1.00087
-0.05 | -1.5810 | 6.7784e-28 | 1.33797
+0.00 | 0.0000 | 1.1845e-27 | infinite
+0.05 | 10.9371 | 4.6891e-27 | 1.33797
+0.20 | 4230.6843 | 1.3568e-24 | 1.00087
S/(4kTg) at +0.20 V 0.50022
PULSE TEST (unit charge, unit pulse duration)
rates 3,1: mean 1.997, S 7.838, theory 8.000
rates 2,2: mean 0.003, S 8.013, theory 8.000
LOW BARRIER, phi = kT
Poisson overestimate of S at V=0 17.4 %
true S / coth formula at +0.10 V 0.579
NEGLECTED EFFECTS
built-in potential 0.395 V; depletion width 219 nm
peak field: V=0 0.0338, V=-0.20 0.0420 MV/cm
image lowering at V=0 20.4 meV
image effect on S: -0.20 V +9.4 %, +0.20 V -13.0 %
tunnelling gain in both rates 5.8 %
diffusion loss in both rates 11.5 %
barrier-top occupation at +0.20 V 1.91e-07
bulk doping / band density 3.64e-04
<111> over <100> emission 1.048
series resistance 52.0 ohm
series resistance times g at +0.20 V 0.85 %
capacitance 47.4 fF
frequency where series-resistor noise equals S(0) 125 MHz
assumed 1/f strength 1e-10 (S = strength I^2/f)
1/f corner at +0.20 V 1319 Hz
S at V=0, 350 K 4.440e-26 A2/Hz; over 300 K 37.5
```
